Unequal Mössbauer Doublets from One Site: Texture and Anisotropic Recoil-Free Fraction

**Q:** I have an iron-57 absorber, a pressed powder, whose quadrupole doublet has one line clearly larger than the other. A single site in a powder gives two equal lines, so I conclude that there are two iron sites. Is anything wrong with that?

**A:** The premise needs two conditions that you have not stated. To see them, start with one nucleus. The ground state has spin 1/2 and the excited state near 14 keV has spin 3/2. Let the electric field gradient be axial (asymmetry parameter η = 0), with its axis along z. The excited level then splits according to

E(m') = (eQVzz/12)(3m'² − 15/4),

which is +eQVzz/4 for m' = ±3/2 and −eQVzz/4 for m' = ±1/2. Call the line to ±3/2 the π line and the other the σ line. For eQVzz > 0 the π line lies at higher energy; for eQVzz < 0 the order is reversed.

The transition is magnetic dipole. A transition with m' − m = q has a strength equal to a squared Clebsch-Gordan coefficient times an angular factor. Let θ be the angle between beam and z, and let the source be unpolarized. Summing over the two transverse polarizations leaves 1 − |e·k̂|², where e is the unit vector of the transition and k̂ the beam direction:

q = 0, e along z: 1 − cos²θ = sin²θ

q = ±1, e = (x̂ ± iŷ)/√2 up to a phase: 1 − ½ sin²θ = ½(1 + cos²θ)

The squared coefficients are 1 for 1/2 → 3/2, 2/3 for 1/2 → 1/2 and 1/3 for −1/2 → 1/2. Each transition has a mirror image with all m reversed, hence a factor 2:

wπ = 2 · 1 · ½(1 + cos²θ) = 1 + cos²θ

wσ = 2[(2/3) sin²θ + (1/3) · ½(1 + cos²θ)] = 5/3 − cos²θ

With P2(cosθ) = (3cos²θ − 1)/2, that is cos²θ = (1 + 2P2)/3, these become

wπ = (4/3)(1 + P2/2),  wσ = (4/3)(1 − P2/2).

One site viewed along its axis gives wπ/wσ = 2/(2/3) = 3. Viewed across the axis it gives 1/(5/3) = 3/5. A single nucleus in a single environment is therefore asymmetric in general.

**Q:** But I have a powder. The average over directions removes that.

**A:** It does if two things hold: all directions are equally represented, and all crystallites absorb without recoil with equal probability. Write f(θ) for that probability, the recoil-free fraction. In a thin absorber, where line areas are proportional to absorption strengths, the areas are Aπ ∝ ⟨wπ f⟩ and Aσ ∝ ⟨wσ f⟩, with ⟨…⟩ the average over crystallites. In the sum of the areas P2 cancels; in the difference it remains:

D ≡ (Aπ − Aσ)/(Aπ + Aσ) = ⟨P2 f⟩ / (2⟨f⟩).

The area ratio follows from R = Aπ/Aσ = (1 + D)/(1 − D). If f is constant and the axes are random, then ⟨cos²θ⟩ = 1/3, ⟨P2⟩ = 0 and R = 1. If either condition fails, D need not vanish.

**Q:** Take the first condition. My grains are small platelets. How much can their alignment do?

**A:** Pressing tends to lay platelets flat, which is what is meant by texture. Suppose the distribution of axes is symmetric about the plate normal. Let β be the angle between a field-gradient axis and the normal, α the angle between beam and normal, and φ the azimuth of the axis about the normal. Then

cosθ = cosα cosβ + sinα sinβ cosφ.

Square this and average over φ. The cross term vanishes and cos²φ averages to ½. With a = cos²α and b = cos²β,

⟨cos²θ⟩φ = ab + ½(1 − a)(1 − b) = (3ab − a − b + 1)/2

⟨P2(cosθ)⟩φ = (9ab − 3a − 3b + 1)/4 = [(3a − 1)/2] · [(3b − 1)/2] = P2(cosα) P2(cosβ).

For constant f this gives

D = ½ S2 P2(cosα),  S2 = ⟨P2(cosβ)⟩.

The texture enters through one number, S2, which lies between −1/2 (all axes in the plane) and 1 (all axes along the normal).

As an example take the March-Dollase distribution, with weight per unit solid angle proportional to

W(β) = (r² cos²β + sin²β/r)^(−3/2),

and let the field-gradient axis be the platelet normal. For r = 0.4, a strong alignment, integration gives S2 = 0.5515. With the beam along the plate normal, P2(1) = 1, so D = 0.5515/2 = 0.276 and R = 1.276/0.724 = 1.76. One site thus gives lines that differ by 76 percent of the smaller one.

**Q:** If the factor P2(cosα) is all that the tilt does, I could choose α to make it vanish.

**A:** Yes. The condition 3cos²α = 1 gives α = arccos(1/√3) = 54.7°, the magic angle. There D = 0 for every value of S2, so the alignment need not be known. Tilting further reverses the asymmetry: at 70° the example gives R = 0.84. In a thin absorber a random powder gives the same ratio at every tilt, so a ratio that passes through 1 as the plate is turned reveals texture.

One condition comes with it: the texture must be axial about the normal. Note also that tilting lengthens the path through the absorber by 1/cosα = 1.73. An absorber that is thin when flat may no longer be thin when tilted, and the area formulas used here assume that it is.

**Q:** Suppose my sample had been rolled, so that the rolling direction is special. Does the magic angle still work?

**A:** Not at an arbitrary azimuth. Let n be the unit vector along the axis of a crystallite. For constant f and any distribution of axes,

D = ½ Σij k̂i Qij k̂j,  Qij = ⟨3ni nj − δij⟩/2.

The trace of Q is (3 − 3)/2 = 0, because n is a unit vector. The sum of D over three mutually perpendicular beams is half that trace, hence zero. Such beams are available at the magic angle: two directions at the same tilt α whose azimuths differ by 120° have the scalar product

cos²α + sin²α cos120° = 1/3 − (2/3)(1/2) = 0.

So measure at three azimuths 120° apart and average D. For a distribution with weight exp(2nx nz + nx² − 0.7ny²), where z is the plate normal, and with the first beam tilted towards +x and the other two at azimuths 120° and 240° from it, the three values are 0.168, −0.084 and −0.084. Another starting azimuth changes the individual values but not their mean. The first alone would mean R = 1.168/0.832 = 1.40 at the magic angle, from texture alone. The mean is zero. The last two agree because this distribution is unchanged under ny → −ny, which exchanges those two beams.

One setting is enough if the texture has mirror planes along and across the rolling direction, as rolling often produces. Q is then diagonal in the axes of the plate. Tilt the beam by the magic angle towards a direction in the plate at 45° to the rolling direction: all three k̂i² equal 1/3, and D is one sixth of the trace of Q, which is zero.

**Q:** Now the second condition. The recoil-free fraction multiplies both lines of the same nucleus. How can a common factor change their ratio?

**A:** Within one crystallite it cannot, as long as the absorber is thin. In a powder, f decides how much each crystallite counts, and crystallites at different θ have different line ratios. If those seen along their axis are suppressed, the powder loses the ones that favour the π line. This is the Goldanskii-Karyagin effect.

To find f(θ), let u be the displacement of the nucleus and k the wave vector of the photon, of magnitude k. The recoil-free fraction is f = |⟨exp(ik·u)⟩|², where the average is now thermal. For harmonic motion the displacement has a Gaussian distribution at any temperature, so the average is exp(−½⟨(k·u)²⟩) and

f = exp(−⟨(k·u)²⟩).

Let the motion be axial about the same axis as the field gradient, with mean squares ⟨z²⟩ along it and ⟨x²⟩ in each direction across it. Then

⟨(k·u)²⟩ = k²(⟨z²⟩cos²θ + ⟨x²⟩sin²θ) = k²⟨x²⟩ + ε cos²θ,

ε = k²(⟨z²⟩ − ⟨x²⟩).

The term k²⟨x²⟩ gives a factor common to all crystallites and drops out of D. For a random powder u = cosθ (now a number) is uniform between 0 and 1, and its weight is exp(−εu²). Define

F = ∫₀¹ exp(−εu²) du = √π erf(√ε)/(2√ε).

Integrating by parts, with u as one factor and u exp(−εu²) as the other,

∫₀¹ u² exp(−εu²) du = [−u exp(−εu²)/(2ε)]₀¹ + F/(2ε) = (F − e^(−ε))/(2ε).

Dividing by F gives the weighted mean, and D = ½⟨P2⟩ with that weight:

⟨u²⟩ = (1 − e^(−ε)/F)/(2ε),  D = (3⟨u²⟩ − 1)/4.

For small ε, expand the exponential in both integrals:

⟨u²⟩ ≈ (1/3 − ε/5)/(1 − ε/3) ≈ 1/3 − ε/5 + ε/9 = 1/3 − 4ε/45

D ≈ (3/4)(−4ε/45) = −ε/15.

The sign agrees with the picture: larger motion along the axis, ε > 0, weakens the π line. For ε → +∞ only crystallites seen across their axis count, and R → 3/5. For ε → −∞ only those seen along it count, and R → 3.

**Q:** The factor 1/15 makes it look negligible.

**A:** It is modest, but it can be measurable when the motion is strongly anisotropic. The oscillator energies below are chosen for illustration and describe no particular compound; a less anisotropic site gives a smaller effect, roughly in proportion to ε. Take a model site with an Einstein oscillator of energy ħω = 10 meV along the axis and 20 meV across it. For an oscillator of mass M,

⟨z²⟩ = (ħ/2Mω) coth(ħω/2kBT).

Multiplying by k² and using the recoil energy E_R = ħ²k²/2M gives

k²⟨z²⟩ = (E_R/ħω) coth(ħω/2kBT),

and the same form for x with its own ω. For iron-57, E_R is about 2.0 meV; the model takes E_R = 1.9585 meV as its input, and at 300 K kBT = 25.85 meV. So

along: (1.9585/10) coth(10/51.70) = 0.19585 × 5.235 = 1.025

across: (1.9585/20) coth(20/51.70) = 0.0979 × 2.713 = 0.266

ε = 1.0252 − 0.2657 = 0.760, keeping one more digit in each term.

The recoil-free fraction is e^(−1.025) = 0.36 along the axis and e^(−0.266) = 0.77 across it. The full formula gives D = −0.0467, so R = 0.9533/1.0467 = 0.911. The small-ε estimate, −0.7596/15 = −0.0506, is about 8 percent larger in magnitude than the full value. The π line is 9 percent smaller than the σ line, from one site in a perfectly random powder.

Cooling changes this. As T → 0 the hyperbolic cotangents tend to 1 and ε → 1.9585 × (1/10 − 1/20) = 0.098, which is the value found at 4 K. There R = 0.987: zero-point motion keeps a small asymmetry. At 77 K, R = 0.974. When kBT is large compared with both oscillator energies, coth y ≈ 1/y and ε grows in proportion to T.

**Q:** And tilting the plate does nothing to this asymmetry?

**A:** Nothing, if the powder is random and the absorber stays thin at every tilt. A random distribution looks the same from every direction, so R stays at 0.911 at all tilts, including the magic angle.

**Q:** Then I have a clean recipe. Mount the plate at the magic angle, the texture drops out, and what remains is the asymmetry due to f.

**A:** That holds when one effect is present at a time. When both are present it fails, because f gives the crystallites unequal weights and the average then involves more of the texture than S2. Let me work to first order in ε. Since cos²θ = (1 + 2P2)/3, apart from a common factor

f ∝ exp(−2εP2/3) ≈ 1 − (2ε/3)P2.

Write s2 = ⟨P2(cosθ)⟩ for the average over the texture without f. Then

D ≈ ½ [s2 − (2ε/3)⟨P2²⟩] / [1 − (2ε/3)s2]

 ≈ ½ [s2 − (2ε/3)(⟨P2²⟩ − s2²)].

The square of P2 contains a fourth power of the cosine. With x = cosθ, P4 = (35x⁴ − 30x² + 3)/8, so x⁴ = (8P4 + 30x² − 3)/35, and

P2² = (9x⁴ − 6x² + 1)/4 = (72P4 + 60x² + 8)/140.

Inserting 60x² = 20 + 40P2 gives

P2² = 1/5 + (2/7)P2 + (18/35)P4.

The azimuthal average that we found for P2 is a case of the addition theorem for Legendre polynomials, which gives for every l

⟨P_l(cosθ)⟩ = S_l P_l(cosα),  S_l = ⟨P_l(cosβ)⟩.

At the magic angle P2(cosα) = 0, so s2 = 0. But

P4(1/√3) = (35/9 − 10 + 3)/8 = −7/18,

and therefore

⟨P2²⟩ = 1/5 − (18/35)(7/18)S4 = (1 − S4)/5

D ≈ −(ε/15)(1 − S4).

The magic angle removes the term that texture produces by itself. It leaves the asymmetry due to f multiplied by 1 − S4 at this order. A positive S4 reduces it and a negative S4 enlarges it.

**Q:** Is that a correction worth worrying about?

**A:** In the example S4 = 0.324, so the predicted factor is 0.676. The sum over crystallites with the full f at 300 K gives D = −0.0322 at the magic angle, against −0.0467 for the random powder, a factor of 0.69. In terms of R, one reads 0.938 instead of 0.911. Almost a third of the effect is missing.

The extreme case needs no expansion. Let every axis lie along the plate normal. At the magic angle every crystallite then has θ = 54.7°, where P2 = 0, so the lines are equal whatever the value of ε. The asymmetry due to f is completely hidden.

Nor can the two effects be separated by dividing ratios. With the beam along the normal, texture alone gives 1.7615 and anisotropic f alone gives 0.9108. Their product is 1.604, while the two together give 1.544.

**Q:** So what may I conclude from a magic-angle spectrum?

**A:** Assume a thin absorber and axial texture. If R differs from 1 there, texture alone is not the cause. If R equals 1 there, anisotropic f is not excluded, because strong alignment can hide it.

**Q:** Can I recover the random-powder value without making a new sample?

**A:** Nearly, with two tilts, provided the texture is axial about the plate normal and ε is not large in magnitude. As functions of cosθ, both wπ f and wσ f are even, so they expand in Legendre polynomials of even l. By the addition theorem each area has the form

A(α) = a0 + a2 S2 P2(cosα) + a4 S4 P4(cosα) + a6 S6 P6(cosα) + …

The term a0 is the random-powder area. We want tilts αi and weights gi with sum 1 such that Σ gi P_l(cosαi) vanishes for as many l as possible. This is the task that Gauss-Legendre quadrature solves: with N nodes on (−1, 1) it integrates polynomials up to degree 2N − 1 exactly, and the integral of P_l over that interval is zero for l ≥ 1. For even functions the positive nodes suffice.

With N = 2 the positive node is 1/√3. That is the magic angle, and it removes l = 2 but not l = 4. With N = 4 the positive nodes correspond to tilts of 30.56° and 70.12°, with weights 0.348 and 0.652. They remove l = 2, 4 and 6.

The quantities to combine are the areas, not the values of D, because with anisotropic f the total area also depends on tilt. Normalize both spectra to the same incident intensity and background, and multiply each area by cosα to undo the longer path. In the example the combined areas give D = −0.04666, against −0.04669 for the random powder. The small remainder comes from l = 8 and above. It matters more when f is much more anisotropic than here and the alignment is strong. The absorber must still be thin at 70°, where the path is almost three times the thickness. This condition is strict: the recipe cancels large texture terms to leave a small asymmetry, so saturation of even a few percent in the areas can change the result noticeably.

**Q:** Suppose there really are two sites. What would look different?

**A:** Take two equally abundant sites, each with a symmetric doublet and line width Γ (full width at half maximum). Let their left lines coincide and their right lines lie a distance s apart. On the left, two Lorentzians add at their common maximum. Midway between the right lines each Lorentzian is s/2 from its centre, so each contributes

1/(1 + (2(s/2)/Γ)²) = 1/(1 + (s/Γ)²)

of its peak height. Neglecting the wings of the distant lines, this is also the ratio of right to left height, as long as the midpoint is the maximum. That requires s < Γ/√3, since a Lorentzian curves downward only within Γ/(2√3) of its centre.

For Γ = 0.25 mm/s and s = 0.10 mm/s the ratio is 1/(1 + 0.16) = 0.862, and the computed spectrum gives 0.863. The sites have splittings of 1.95 and 2.05 mm/s and centres at −0.025 and +0.025 mm/s. The right line is 14 percent lower than the left, yet the areas to the right and left of zero velocity have the ratio 0.9998. The difference has gone into the width: 0.31 mm/s on the right against 0.25 mm/s on the left.

In a thin absorber with one site, texture and anisotropic f change the areas and leave the widths of the two component lines equal, so for well-separated lines heights and areas have nearly the same ratio. At small splittings the tail of each line raises the other, and the areas must come from a fit. That is a useful distinction, but not a proof. A further component, such as a single line under one half of the doublet, makes the areas unequal too.

**Q:** Then in what order should I examine my sample?

**A:** First compare areas and widths, not heights alone. Equal areas with unequal widths cannot come from texture or anisotropic f acting on a single site whose two lines have the same natural shape. Overlapping doublets produce this pattern, but so can a mechanism that broadens one line of a single site, such as magnetic relaxation, which is not treated here. If the areas differ, turn the plate. A change of R with tilt shows that the sample is textured, since a random powder cannot produce one as long as the absorber stays thin at every tilt.

If an asymmetry remains in a sample known to be random, tilting cannot tell anisotropic f from a further component, because both survive it. Temperature then helps. In the two-oscillator model above the asymmetry due to f must shrink on cooling towards its zero-point value, and its size must agree with mean square displacements that also account for the total absorption. Extra components can change with temperature as well, so it is this quantitative agreement that carries weight, not the mere fact of a change. The numerical output gives the model values at three temperatures and four tilts for comparison.

Your doublet may still contain two sites. Its asymmetry by itself does not show it.

Computed values

```
R, beam along EFG axis: 3.0000; perpendicular: 0.6000
Magic angle: 54.736 deg; path factor 1.7321
Gamma energy: 14.413 keV; nuclear mass input: 56.935 u
Recoil energy E_R: 1.9585 meV; k: 7.3041 1/angstrom
Einstein energies along, across axis: 10.0, 20.0 meV
k_B T at 300 K: 25.852 meV
k^2<z^2>, k^2<x^2> at 300 K: 1.0252, 0.2657
<z^2>, <x^2> at 300 K: 0.01922, 0.00498 angstrom^2
f along, across axis at 300 K: 0.3587, 0.7667
eps at 300 K: 0.7596; first-order powder D: -0.05064
Random powder, anisotropic f:
  T = 4 K: eps = 0.0979, D = -0.00647, R = 0.9871
  T = 77 K: eps = 0.1993, D = -0.01303, R = 0.9743
  T = 300 K: eps = 0.7596, D = -0.04669, R = 0.9108
March-Dollase r: 0.40; S2 = 0.5515; S4 = 0.3240
R at 300 K: tilt (deg) | texture only | f only | both
    0.00 | 1.7615 | 0.9108 | 1.5440
   30.00 | 1.4165 | 0.9108 | 1.2822
   54.74 | 1.0000 | 0.9108 | 0.9377
   70.00 | 0.8357 | 0.9108 | 0.7930
Magic angle, both: D = -0.03215; random powder D = -0.04669
Fraction of powder D left at magic angle: 0.6887
First-order fraction 1 - S4: 0.6760
Slope dD/d(eps) at magic angle, eps = 0: -0.045064
Perfect alignment at magic angle: |D| = 0.00000
Remedy tilts: 70.12, 30.56 deg
Remedy weights: 0.6521, 0.3479
Remedy result: D = -0.04666, R = 0.9108
Non-axial texture, magic angle, D at azimuths 0, 120, 240 deg:
  0.1681, -0.0841, -0.0841; |mean| = 0.0000
Two sites: line width 0.25 mm/s, right-line offset 0.10 mm/s
  site 1: centre -0.025 mm/s, splitting 1.950 mm/s
  site 2: centre 0.025 mm/s, splitting 2.050 mm/s
  right/left height: 0.8626; area: 0.9998
  apparent widths left, right: 0.251, 0.310 mm/s
```
